# Second-order Doppler shift of 57Fe: mean square velocity, heat and zero-point motion, part 1

(Sections cited here and not found follow in the second part.)

## From a moving clock to a shifted line

In a model crystal of $^{57}$Fe with a Debye temperature of 400 K, vibration displaces the recoilless gamma line by $-0.238$ mm/s at 300 K. Cooling to absolute zero removes little more than half of this, and $-0.109$ mm/s remains. Two questions follow. A bound nucleus has zero mean velocity, so why does its motion displace the line at all? And why does the displacement survive when there is no heat left to remove?

The shift is quoted as a velocity because a Mössbauer spectrum is recorded by moving the source. A source approaching the absorber at speed $v\ll c$ delivers photons whose energy is raised by the fraction $v/c$. If $E_0$ is the transition energy of a nucleus at rest, an absorber line displaced by $\delta E$ is therefore found at the additional source velocity

$$
\delta=\frac{c\,\delta E}{E_0},
$$

counted positive when the source approaches. A negative $\delta$ means that the absorber needs a photon of lower energy. For $^{57}$Fe, with $E_0$ rounded to 14400 eV, 1 mm/s corresponds to $4.80\times10^{-8}$ eV. The algebra uses atomic units, in which $\hbar=1$, so that $E_0$ is also the angular frequency of the transition. The speed of light $c$ is kept explicit.

Consider first an emitting nucleus as a moving clock. Its internal phase advances at the rate $E_0$ in its own proper time $\tau$. In the laboratory, where its velocity is $\mathbf v(t)$,

$$
d\tau=\sqrt{1-\frac{v^2}{c^2}}\;dt .
$$

Let the nucleus vibrate with period $P$ about a fixed site, and let a distant observer sit at distance $R$ along the $x$ axis. A wave crest emitted at time $t$ from position $x(t)$ arrives at

$$
t'=t+\frac{R-x(t)}{c}.
$$

Over one period the phase grows by $E_0\int_0^P\sqrt{1-v^2/c^2}\,dt$, so its mean rate of growth is

$$
\bar\omega=E_0\left\langle\sqrt{1-\frac{v^2}{c^2}}\right\rangle .
$$

Write the phase as $E_0\tau(t)=\bar\omega t+D(t)$. By the definition of $\bar\omega$, the remainder $D$ returns to its old value after each period. Substituting $t=t'-(R-x)/c$ gives the phase at the observer,

$$
E_0\tau=\bar\omega t'-\frac{\bar\omega R}{c}+\frac{\bar\omega x}{c}+D .
$$

The second term is constant. The third is the ordinary first-order Doppler effect, written as a phase: its time derivative is $\bar\omega v_x/c$. Since $x$ is bounded and periodic, this phase does not accumulate. The received signal is thus $e^{-i\bar\omega t'}$ multiplied by a function of $t'$ with period $P$. Expanding that function in a Fourier series gives lines at

$$
\bar\omega+n\,\frac{2\pi}{P},\qquad n=0,\pm1,\pm2,\dots
$$

The periodic terms $\bar\omega x/c$ and $D$ create the sidebands $n\neq0$ and take intensity from the central line, but they leave its position at $\bar\omega$. In a solid with many vibration frequencies the sidebands merge into a broad background, and the central line is the recoilless line. The background extends over vibrational energies of order 0.03 eV, whereas the shifts discussed here are of order $10^{-8}$ eV.

What does accumulate is the slowing of the clock. For $v\ll c$,

$$
\sqrt{1-\frac{v^2}{c^2}}=1-\frac{v^2}{2c^2}-\frac{v^4}{8c^4}-\dots
$$

and to leading order

$$
\delta E=\bar\omega-E_0=-\frac{E_0\langle v^2\rangle}{2c^2},
\qquad
\delta=-\frac{\langle v^2\rangle}{2c}.
$$

Here $v^2=v_x^2+v_y^2+v_z^2$. All three components count, whatever the direction of observation. The velocity averages to zero, but its square does not, which answers the first question. An absorbing nucleus obeys the same condition: a wave of laboratory frequency $\omega$ presents it with the mean phase rate $\omega\,\langle d\tau/dt\rangle^{-1}$ per unit of proper time, and setting this equal to $E_0$ gives $\omega=\bar\omega$ again.

The numerical check builds the signal of such an emitter, with retardation and time dilation, and searches for the peak of its spectrum. The velocity is $\beta c\cos\theta$ with $\beta=0.02$, far larger than in a solid, so that the shift is easy to resolve. Here $\langle v^2\rangle/c^2=\beta^2/2$, and the predicted relative shift is $-1.0000\times10^{-4}$. The peak is found at $-1.000285\times10^{-4}$.

The small difference can be traced. Since $\langle\cos^4\theta\rangle=3/8$, the fourth-order term adds $-3\beta^4/64=-0.75\times10^{-8}$. The rest comes from the finite record, which is weighted by a Gaussian $w(t)=e^{-t^2/2s^2}$ of the emission time, with $s=5236/E_0$. In terms of arrival time, with the constant delay dropped, $w(t)\approx w(t')+(x/c)\,w'(t')$. The amplitude of vibration was chosen such that $E_0x/c=\sin\theta$. At an offset $\epsilon$ from $\bar\omega$ the central amplitude contains the cycle averages $\langle e^{-i\sin\theta}\rangle=J_0(1)$ and $\langle\sin\theta\,e^{-i\sin\theta}\rangle=-iJ_1(1)$, where $J_0$ and $J_1$ are Bessel functions. The Fourier transform of $w'$ is $-i\epsilon$ times that of $w$. The amplitude is therefore proportional to

$$
e^{-\epsilon^2s^2/2}\left[J_0(1)-\frac{\epsilon}{E_0}J_1(1)\right].
$$

Setting the derivative of its logarithm to zero gives, for small $\epsilon$,

$$
\frac{\epsilon}{E_0}=-\frac{J_1(1)}{J_0(1)}\,\frac{1}{(E_0s)^2}
=-\frac{0.575}{5236^2}=-2.10\times10^{-8}.
$$

The two corrections add up to $-2.85\times10^{-8}$, as found. The second belongs to the finite record and would vanish for a long one.

The same shift follows from quantum mechanics without any mention of clocks. An excited nucleus has more internal energy and hence more mass: $M$ becomes $M+E_0/c^2$. Its charge is unchanged, so the potential $V$ that binds it in the lattice is taken to be the same. The small change of nuclear charge radius produces the isomer shift, which is a separate contribution and is regarded here as absorbed in $E_0$. If $\mathbf p$ is the momentum of the nucleus, the two Hamiltonians of the crystal differ by

$$
H_e-H_g=E_0+\frac{p^2}{2}\left(\frac{1}{M+E_0/c^2}-\frac1M\right).
$$

For $^{57}$Fe, with the mass rounded to 57 u, $Mc^2=5.31\times10^{10}$ eV and $E_0/(Mc^2)=2.7\times10^{-7}$. The first inverse mass can therefore be expanded to first order,

$$
\frac{1}{M+E_0/c^2}\approx\frac1M-\frac{E_0}{M^2c^2},
$$

which gives

$$
H_e-H_g=E_0-\frac{E_0}{Mc^2}\,\frac{p^2}{2M}.
$$

A recoilless transition leaves the vibrational quantum numbers as they were, while the crystal as a whole takes up the photon momentum. First-order perturbation theory then gives the transition energy as the expectation value of $H_e-H_g$ in the vibrational state. Averaging over the thermal population, and writing $\mathbf v=\mathbf p/M$,

$$
\delta E=-\frac{E_0}{Mc^2}\left\langle\frac{p^2}{2M}\right\rangle
=-\frac{E_0\langle v^2\rangle}{2c^2}.
$$

The heavier nucleus vibrates with less energy at the same quantum numbers, and the photon has to supply that much less.

This is the clock effect in another form, not a second contribution to be added. The relativistic energy of a nucleus with rest energy $\mathcal M=Mc^2$ is $\sqrt{\mathcal M^2+p^2c^2}$. If the rest energy changes at fixed momentum, this energy changes at the rate

$$
\frac{\partial}{\partial\mathcal M}\sqrt{\mathcal M^2+p^2c^2}
=\frac{\mathcal M}{\sqrt{\mathcal M^2+p^2c^2}}
=\sqrt{1-\frac{v^2}{c^2}} .
$$

The factor by which added internal energy counts in the laboratory is the factor by which the clock runs slow. The mass argument was tested on a cubic lattice of 125 atoms joined by springs. The mass of the central atom was varied, the vibration frequencies were recomputed, and the change of energy at fixed occupation, divided by the relative change of mass, was compared with minus the kinetic energy of that atom (one displacement component per atom was used). At three temperatures the two agree within the asserted relative tolerance of $10^{-5}$.

One point is still open. The formula contains the mean of $v^2$, but $v^2$ fluctuates. Does the spectrum show one line at the mean, or a spread of lines? The deviation of the phase from its mean course after a time $t$ is

$$
\varphi(t)=-\frac{E_0}{2c^2}\int_0^t\left[v^2(t_1)-\langle v^2\rangle\right]dt_1 .
$$

Let $C(s)$ be the correlation function, at time separation $s$, of the instantaneous shift about its mean. Squaring $\varphi$ gives a double integral over two times. A separation $s$ occurs in it with weight $t-|s|$, so that

$$
\langle\varphi^2\rangle=\int_{-t}^{t}(t-|s|)\,C(s)\,ds\;\approx\;t\int_{-\infty}^{\infty}C(s)\,ds ,
$$

where the last form holds when $t$ is much longer than the memory of the motion. The phase is then a sum of many nearly independent pieces and is approximately Gaussian, and $\langle e^{-i\varphi}\rangle=e^{-\langle\varphi^2\rangle/2}$. The amplitude decays as $e^{-\gamma t}$ with $\gamma=\tfrac12\int C\,ds$. Such a decay gives a Lorentzian line of full width $W=2\gamma=\int C\,ds$.

For an estimate, take classical harmonic motion in a cubic crystal. The velocity components are then independent Gaussian variables with a common correlation function $g(s)=\langle v_x(0)v_x(s)\rangle$. For Gaussian variables $\langle v_x^2(0)v_x^2(s)\rangle=g(0)^2+2g(s)^2$. Each component thus contributes a covariance $2g^2$, and the three together give

$$
C(s)=\left(\frac{E_0}{2c^2}\right)^2 6\,g(s)^2 .
$$

At temperature $T$ each component has the mean square $kT/M$, where $k$ is the Boltzmann constant. In the Debye model this is distributed over frequency with the normalized density $\rho(\omega)=3\omega^2/\omega_D^3$ up to the cutoff $\omega_D$. Both statements are derived in the second half. Hence

$$
g(s)=\frac{kT}{M}\int_0^{\omega_D}\rho(\omega)\cos\omega s\,d\omega .
$$

For positive frequencies $\int_{-\infty}^{\infty}\cos\omega s\,\cos\omega's\,ds=\pi\,\delta(\omega-\omega')$, and so

$$
\int_{-\infty}^{\infty}g^2\,ds=\left(\frac{kT}{M}\right)^2\pi\int_0^{\omega_D}\rho^2\,d\omega
=\left(\frac{kT}{M}\right)^2\frac{9\pi}{5\,\omega_D}.
$$

Multiplication by $6(E_0/2c^2)^2$ gives

$$
W=\frac{54\pi}{5}\,\frac{1}{\omega_D}\left(\frac{E_0kT}{2Mc^2}\right)^2 .
$$

At 300 K the instantaneous shift has an rms spread $\sqrt{C(0)}=8.6\times10^{-9}$ eV. This exceeds the natural width of roughly $5\times10^{-9}$ eV, so if each nucleus kept its value of $v^2$ for the whole lifetime, this second-order term alone would visibly broaden the line. (The first-order Doppler spread of freely moving nuclei, $E_0\sqrt{kT/Mc^2}\approx0.01$ eV, is far larger, but for bound nuclei it goes into the background described above.) The value of $v^2$ does not stay fixed. In terms of the spread, $W=(9\pi/5)\,C(0)/\omega_D$, and with $\omega_D=0.0345$ eV

$$
W=\frac{5.65\times(8.6\times10^{-9})^2}{0.0345}\ \text{eV}\approx1.2\times10^{-14}\ \text{eV}.
$$

The fluctuations average out long before the nucleus decays, and one sharp line remains at the mean. The estimate is classical at a temperature below the Debye temperature, so it gives an order of magnitude. It also needs a continuous spectrum of vibrations. For a single undamped frequency $\int\rho^2d\omega$ diverges, because such an oscillator keeps its energy and never samples the average.

The coefficient was tested by sampling random velocity histories. For one component of unit variance, and with $\omega_D=1$, theory gives $2\times9\pi/5=11.31$. The sample gives 10.93, about 3 percent less. With 6400 time windows the expected sampling error is $\sqrt{2/6400}\approx2$ percent, and the weight $t-|s|$ in a finite window lowers the result further, since $g^2$ is nowhere negative.

The mean square velocity of a bound nucleus lowers its recoilless line by the relative amount $\langle v^2\rangle/2c^2$, and the fluctuations of $v^2$ average out, leaving one sharp line. It remains to find $\langle v^2\rangle$ as a function of temperature, and so to explain why a shift survives at absolute zero.
